# Mask functions and absorbing potentials in time propagation on a grid

## Question

An electron moves in one dimension with Hamiltonian $H=T+V$, where $T=-\tfrac12\,d^2/dx^2$ and $V$ is a real local potential. Atomic units are used, so $\hbar=m_e=1$ and momentum equals velocity. Each time step of length $\Delta t$ applies $U=e^{-iH\Delta t}$ and then multiplies the wave function by a real mask $M(x)$, with $0<M\le 1$ at every grid point.

The mask is 1 in the interior. In a layer of width $L$ that ends at a hard wall it is

$$M=\cos^{1/8}\!\left(\frac{\pi s}{2}\right),\qquad s=\frac{y}{L},$$

where $y$ is the depth into the layer. The distance from the wall is $u=L-y$. The wall itself, where $M=0$, is not a grid point. In parts (d) to (g), $V=0$.

## (a) Which potential does the mask represent?

**Show that the masked step is a split-operator step with an absorbing potential, and find the rate at which that potential removes density.**

Since $M>0$, define $g=-\ln M\ge0$ and $W=g/\Delta t$. Then

$$M\,U=e^{-g}e^{-iH\Delta t}=e^{-W\Delta t}e^{-iH\Delta t}=e^{-i(-iW)\Delta t}e^{-iH\Delta t}.$$

The last form is one split step for the Hamiltonian $H-iW$. The potential is therefore $-iW$, and its strength is

$$W(x)=-\frac{\ln M(x)}{\Delta t}.$$

With $\hbar$ restored, $W=-\hbar\ln M/\Delta t$, which is an energy.

For the continuous equation $i\,\partial_t\psi=(H-iW)\psi$, the terms from $T$ give the divergence of the current $j$, the real $V$ cancels, and $-iW$ contributes $-W|\psi|^2$ from $\psi^*\partial_t\psi$ and the same from its conjugate:

$$\partial_t|\psi|^2=-\partial_x j-2W|\psi|^2 .$$

The local loss rate is $2W$. This agrees with the mask, which multiplies the density by $M^2=e^{-2W\Delta t}$ in each step. If $M$ is kept and $\Delta t$ is halved, the mask acts twice as often and $W$ doubles.

## (b) How close is the split step to a single exponential?

**Compare $MU$ with $e^{-i(H-iW)\Delta t}$, first at fixed $W$ and then at fixed $M$.**

At fixed $W$, expand both operators to second order on a smooth state, with $W$ smooth wherever that state is appreciable. The first-order terms agree. The second-order terms are

$$\frac{\Delta t^2}{2}\left(W^2+2iWH-H^2\right)\quad\text{and}\quad\frac{\Delta t^2}{2}\left(W^2+iWH+iHW-H^2\right),$$

for the split step and the single exponential respectively. Their difference is

$$MU-e^{-i(H-iW)\Delta t}=\frac{i\Delta t^2}{2}[W,H]+O(\Delta t^3).$$

At fixed $M$ this expansion cannot be used, because $W\Delta t=g$ does not become small. Expand in $H\Delta t$ alone:

$$e^{-g-iH\Delta t}=e^{-g}-i\Delta t\int_0^1 e^{-(1-\lambda)g}He^{-\lambda g}\,d\lambda+O(\Delta t^2).$$

The masked step is $e^{-g}-i\Delta t\,e^{-g}H+O(\Delta t^2)$. Writing $e^{-g}H=e^{-(1-\lambda)g}e^{-\lambda g}H$ under the integral gives

$$MU-e^{-g-iH\Delta t}=-i\Delta t\int_0^1e^{-(1-\lambda)g}\,[e^{-\lambda g},H]\,d\lambda+O(\Delta t^2).$$

The one-step error is now of first order, beside a damping that does not shrink with $\Delta t$.

These orders were evaluated with matrix exponentials for a Gaussian packet centred 4 bohr inside a 10 bohr layer. Halving $\Delta t$ from 0.01 to 0.005 reduced the error by a factor 3.998 at fixed $W$ and 2.002 at fixed $M$.

This packet is negligible at the wall, and that matters. For the mask used here, $W$ varies as $-\ln u$ near the wall, while a state that reaches the wall vanishes as $u$. Then $[W,H]\psi$ grows as $1/u$, which is not square integrable, and the commutator term at fixed $M$ is not square integrable either. For such states the error falls more slowly with $\Delta t$ than the two orders above, as long as $\Delta t$ is large compared with the square of the grid spacing. On a fixed grid the commutators are finite matrices, and the orders 2 and 1 return once $\Delta t$ is well below that scale.

## (c) Evaluate $W$ for the given mask

**Find $W$ in the layer, its behaviour at both ends and its integral. Tabulate it for $L=10$ bohr and $\Delta t=0.1$.**

The power $1/8$ comes out of the logarithm:

$$W=-\frac{1}{8\Delta t}\ln\cos\frac{\pi s}{2}.$$

At the onset, $-\ln\cos\theta\simeq\theta^2/2$ with $\theta=\pi y/(2L)$, so

$$W\simeq a y^2,\qquad a=\frac{\pi^2}{64L^2\Delta t}.$$

Both $W$ and its slope start from zero, but the curvature jumps from 0 to $2a$. Near the wall, $\cos(\pi s/2)=\sin(\pi u/2L)\simeq\pi u/(2L)$, and $W$ diverges logarithmically.

For the integral, let $I=\int_0^{\pi/2}\ln\cos\theta\,d\theta$, which equals $\int_0^{\pi/2}\ln\sin\theta\,d\theta$ by reflection of the interval. Adding the two forms gives

$$2I=\int_0^{\pi/2}\ln\frac{\sin2\theta}{2}\,d\theta=-\frac{\pi}{2}\ln2+\frac12\int_0^{\pi}\ln\sin\varphi\,d\varphi=-\frac{\pi}{2}\ln 2+I,$$

so $I=-\tfrac{\pi}{2}\ln2$. With $dy=(2L/\pi)\,d\theta$,

$$\int_0^L W\,dy=-\frac{1}{8\Delta t}\,\frac{2L}{\pi}\,I=\frac{L\ln2}{8\Delta t}.$$

The values for $\Delta t=0.1$ are:

| $s$ | $M$ | $W$ (hartree) |
|---|---|---|
| 0.10 | 0.9985 | 0.0155 |
| 0.25 | 0.9902 | 0.0990 |
| 0.50 | 0.9576 | 0.433 |
| 0.75 | 0.8869 | 1.20 |
| 0.90 | 0.7930 | 2.32 |

At mid-layer, $W=\ln2/(16\Delta t)=0.433$ hartree, or 11.8 eV. A mask that removes only about 4% of the amplitude per step is thus a strong potential when the step is short.

## (d) What returns from the wall?

**For a fast particle of momentum $k$ and weak absorption, find the reflected probability $R$, including the effect of the standing wave at the wall.**

Assume $kL\gg1$ and $W\ll k^2/2$ over the part of the layer that matters. The stationary equation $-\tfrac12\psi''-iW\psi=\tfrac12k^2\psi$ has the local momentum

$$q=\sqrt{k^2+2iW}\simeq k+\frac{iW}{k}.$$

One crossing multiplies the amplitude by $\exp(-\int W\,dy/k)$. There are two crossings, and squaring the amplitude doubles the exponent again:

$$R_{\rm path}=\exp\left(-\frac4k\int_0^LW\,dy\right)=2^{-L/(2k\Delta t)}.$$

Near the wall the incoming and returning waves interfere. With unit incoming amplitude, $|\psi|^2=4\sin^2ku=2(1-\cos2ku)$ there, instead of the value 2 for two waves without interference. To leading order the absorption is weighted accordingly, and $W$ in the exponent is replaced by $W(1-\cos2ku)$. The extra integral follows by parts:

$$-\int_0^L\ln\sin\frac{\pi u}{2L}\cos2ku\,du=\frac1{2k}\int_0^L\frac{\pi}{2L}\cot\frac{\pi u}{2L}\,\sin2ku\,du\simeq\frac{1}{2k}\,\frac{\pi}{2}=\frac{\pi}{4k}.$$

The boundary terms vanish because $\ln\sin(\pi/2)=0$ and $u\ln u\to0$. For $kL\gg1$ the region near the wall dominates, where the cotangent factor becomes $1/u$, and $\int_0^\infty \sin(2ku)\,du/u=\pi/2$. The exponent gains $(4/k)(1/8\Delta t)(\pi/4k)$, so

$$R\simeq2^{-L/(2k\Delta t)}\exp\left(\frac{\pi}{8k^2\Delta t}\right).$$

The wave has a node at the wall, where $W$ is largest, so less is absorbed than the path formula says.

For $k=10$, $L=10$ bohr and $\Delta t=0.1$, the path factor is $2^{-5}=0.03125$ and the second factor is $e^{0.0393}=1.040$. Their product is 0.0325. Numerical integration of the stationary equation with $-iW$ gives 0.0325 as well. This agreement concerns the continuous potential. At this step the particle moves more than a wavelength between two applications of the mask, and the masked steps themselves return 0.0329 for a packet centred at $k=10$, about 1% more.

## (e) What is reflected at the onset?

**Find the leading reflection from the jump in curvature when the echo from the wall is negligible.**

Write the stationary equation as $\psi''+k^2\psi=-2iW\psi$. The outgoing Green function of the left side is $e^{ik|y-y'|}/(2ik)$. Inserting the incident wave $e^{iky'}$ on the right gives, for $y<0$, a reflected wave $r\,e^{-iky}$ with

$$r=\frac{-2i}{2ik}\int W e^{2iky'}dy'=-\frac1k\int We^{2iky'}dy'.$$

For a layer that varies slowly over a wavelength, the end-point at $y=0$ supplies the leading term. It is obtained from $W=ay^2$ with a convergence factor $e^{-\epsilon y}$:

$$\int_0^\infty y^2e^{(2ik-\epsilon)y}dy=\frac{2}{(\epsilon-2ik)^3}\to\frac{2}{8ik^3}=-\frac{i}{4k^3}.$$

Hence $r=ia/(4k^4)$ and

$$R\simeq\left(\frac{\pi^2}{256\,L^2k^4\Delta t}\right)^2 .$$

This needs $a\ll k^4$ and $kL\gg1$, and the rest of the layer must absorb the wave without appreciable reflection of its own. The first condition is strict. For $k=1$ and $L=40$ bohr the formula holds to 5% up to $a/k^4\approx0.01$, but it is 2.5 times too large at 0.02 and 10 times too small at 0.05. In this regime a shorter step gives more reflection, in proportion to $\Delta t^{-2}$.

For $k=1$, $L=40$ bohr and $\Delta t=0.1$, the formula gives $5.81\times10^{-8}$. Integration of the stationary equation gives $5.80\times10^{-8}$.

## (f) What happens as $\Delta t\to0$ at fixed $M$?

**Find the leading behaviour of $1-R$ at fixed $k$.**

As $a$ grows, the wave penetrates a depth of order $\ell=(2a)^{-1/4}$, which is proportional to $\Delta t^{1/4}$. Eventually $\ell\ll L$ and $k\ell\ll1$. Then $W=ay^2$ suffices and the energy can be dropped inside the layer:

$$\psi''=b^2y^2\psi,\qquad b=\sqrt{2a}\,e^{-i\pi/4}.$$

Put $\psi=\sqrt y\,F(z)$ with $z=by^2/2$. Differentiating twice gives

$$\psi''=-\tfrac14y^{-3/2}F+2by^{1/2}F'+b^2y^{5/2}F''.$$

Setting this equal to $b^2y^{5/2}F$ and multiplying by $y^{3/2}/4$ yields

$$z^2F''+zF'-\left(z^2+\tfrac1{16}\right)F=0.$$

The decaying solution is the modified Bessel function $K_{1/4}(z)$. Its small-$z$ form, $\tfrac12[\Gamma(\tfrac14)(z/2)^{-1/4}+\Gamma(-\tfrac14)(z/2)^{1/4}]$, gives

$$\psi\simeq\tfrac12\left[\Gamma(\tfrac14)\left(\tfrac b4\right)^{-1/4}+\Gamma(-\tfrac14)\left(\tfrac b4\right)^{1/4}y\right].$$

With $\Gamma(-\tfrac14)=-4\Gamma(\tfrac34)$, the logarithmic derivative at the onset is

$$D=\frac{\psi'(0)}{\psi(0)}=-2\sqrt b\,\frac{\Gamma(3/4)}{\Gamma(1/4)}=-|D|e^{-i\pi/8},\qquad |D|=2(2a)^{1/4}\frac{\Gamma(3/4)}{\Gamma(1/4)}.$$

Matching to $e^{iky}+re^{-iky}$ gives $D=ik(1-r)/(1+r)$, hence $r=(ik-D)/(ik+D)$. Since ${\rm Im}\,D=|D|\sin(\pi/8)$,

$$1-R=\frac{4k\,{\rm Im}D}{|D|^2+k^2+2k\,{\rm Im}D}\simeq\frac{4k\sin(\pi/8)}{|D|}\propto k\,\Delta t^{1/4}.$$

The layer becomes a mirror, though slowly: a step 16 times shorter halves the absorbed fraction.

This limit comes from the continuum equation, so on a grid it holds only while $\ell$ remains larger than the grid spacing. The splitting does not spoil it. At depth $\ell$, both the kinetic phase $\Delta t/\ell^2$ and the damping $g\sim a\ell^2\Delta t$ scale as $\Delta t^{1/2}$. Their products, which set the splitting error, are smaller by a further factor $\Delta t^{1/2}$.

For $k=0.01$, $L=10$ bohr and $\Delta t=0.001$, the formula gives $1-R=0.0171$, and integration of the stationary equation gives 0.0169.

## (g) A packet, seven time steps and a remedy

**A packet with mean momentum 0.5 and position spread 15 bohr starts 75 bohr from the left wall of a 160 bohr box, whose last 10 bohr carry the mask. Interpret the norm that survives after 360 atomic units of time, and state how to keep the absorber fixed.**

The masked steps were applied on a grid of spacing 0.4 bohr, with $T$ exponentiated in the sine basis of the box. For comparison, $R(k)$ was computed from the stationary equation with $-iW$ and averaged over the packet's momentum distribution.

| $\Delta t$ (a.u.) | survival, masked steps | survival, $-iW$ |
|---|---|---|
| 2 | 0.0636 | 0.0635 |
| 1 | 0.00302 | 0.00301 |
| 0.5 | 0.00380 | 0.00380 |
| 0.2 | 0.0173 | 0.0173 |
| 0.1 | 0.0413 | 0.0413 |
| 0.01 | 0.202 | 0.202 |
| 0.001 | 0.421 | 0.420 |

The two columns agree to about 0.5% of the survival or better, so $-iW$ describes the mask well in this example. Among these steps the least survival is at $\Delta t=1$. From there to $\Delta t=0.001$, refining the step raises the survival from 0.3% to 42%.

At $\Delta t=2$ the formula of part (d), taken at $k=0.5$, gives $2^{-5}e^{0.785}=0.069$, about 8% above the 0.064 found. The conditions of part (d) are not well met here: $kL=5$, $W\approx0.12$ hartree at $s=0.9$ is comparable with the kinetic energy, and the standing-wave exponent 0.785 is not small. The agreement is therefore only suggestive. It is consistent with the survival being dominated by the return from the wall, but these data do not isolate that mechanism.

At $\Delta t=0.5$ neither weak-absorption formula applies. Part (d) gives $2^{-20}e^{3.14}=2\times10^{-5}$ and part (e) gives $(0.0123)^2=1.5\times10^{-4}$, both far below 0.0038. Their conditions fail. As at every step in the table, the wavelength $2\pi/k=12.6$ bohr exceeds the layer width. In addition, $W$ is now comparable with the kinetic energy of 0.125 hartree already at mid-layer, where it is 0.087 hartree. For part (e) the decisive number is $a/k^4=0.049$. A long, purely quadratic $W=ay^2$ with this $a$ already reflects $1.6\times10^{-3}$ at $k=0.5$, ten times the end-point value and about half of the $3.2\times10^{-3}$ reflected by the actual layer at that momentum. The rise of $W$ thus reflects the wave, and not the onset alone. The wall still contributes as well: with an open end in its place, $R$ at $k=0.5$ falls to $2.0\times10^{-3}$. At $\Delta t=0.001$ the limit of part (f) is not yet reached either, since $k/|D|\simeq0.56$ is not small.

To keep $W$ fixed, choose a reference step $\Delta t_{\rm ref}$ and use

$$M_{\Delta t}=M^{\Delta t/\Delta t_{\rm ref}},\qquad -\frac{\ln M_{\Delta t}}{\Delta t}=-\frac{\ln M}{\Delta t_{\rm ref}}.$$

With $\Delta t_{\rm ref}=0.5$, the survival is 0.00380 at $\Delta t=0.5$, 0.1 and 0.01. Rescaling makes $W$ independent of the step. The survival then changes only through the splitting error, which shows at long steps: it is 0.00400 at $\Delta t=4$ and 0.00505 at $\Delta t=8$. Rescaling does not make the layer a good absorber at every energy, so $W$ and $L$ must still be chosen for the momenta that reach the layer.
